\section*{Lateral decay length of a point charge in a two-layer dielectric}

\section{Three decay lengths for one plate separation}

Put $0.8$ nm of a dielectric of permittivity $3.9$ and $2.0$ nm of one of permittivity $20$ between two grounded metal plates, and place a point charge inside. Its potential dies out along the layers with a decay length of $1.12$ nm. Exchange the two permittivities, with both thicknesses kept, and the length becomes $0.72$ nm. A uniform film of the same total thickness gives $0.89$ nm, whatever its permittivity. The length therefore depends on how the permittivity is distributed over the thickness, and the equation that fixes it is derived here.

\section{Model and conventions}

Gaussian units are used. Ideal metal plates at $z=0$ and $z=d=t_1+t_2$ are held at $\phi=0$. Layer 1, of permittivity $\varepsilon_1$, fills $0<z<t_1$; layer 2, of permittivity $\varepsilon_2$, fills $t_1<z<d$. Both are isotropic, linear, local and static, with positive permittivities. The charge $q$ sits at height $z_0$ on the axis $\rho=0$, where $\rho$ is the lateral distance. Then
\begin{equation}
\varepsilon(z)\nabla_\perp^2\phi+\partial_z\!\left(\varepsilon\,\partial_z\phi\right)
=-4\pi q\,\delta(z-z_0)\,\delta^2(\boldsymbol\rho),
\label{poisson}
\end{equation}
where $\nabla_\perp^2$ is the lateral Laplacian. At the interface $\phi$ and, away from the charge, $\varepsilon\,\partial_z\phi$ are continuous. A bias between the plates adds a potential that does not depend on $\rho$; by linearity it leaves the decay unchanged.

\section{Expansion in vertical modes}

Define modes $f_n(z)$ that vanish on both plates, with $f_n$ and $\varepsilon f_n'$ continuous, by
\begin{equation}
-(\varepsilon f_n')'=k_n^2\,\varepsilon f_n .
\label{sl}
\end{equation}
Multiply by $f_m$ and integrate by parts. The plate terms vanish because $f_m=0$ there, and the interface terms cancel by continuity:
\begin{equation}
k_n^2\int_0^d\varepsilon f_nf_m\,dz=\int_0^d\varepsilon f_n'f_m'\,dz .
\end{equation}
For $m=n$ this shows $k_n^2>0$. Exchanging $n$ and $m$ and subtracting gives $(k_n^2-k_m^2)\int\varepsilon f_nf_m\,dz=0$, so different modes are orthogonal with weight $\varepsilon$. We normalize them to $\int\varepsilon f_n^2\,dz=1$. This is a regular Sturm--Liouville problem, whose modes form a complete set, so
\begin{equation}
\phi=\sum_n f_n(z)R_n(\rho),\qquad R_n=\int_0^d\varepsilon f_n\phi\,dz .
\end{equation}
Multiply \eqref{poisson} by $f_n$ and integrate over $z$. Two integrations by parts move the $z$ derivatives onto $f_n$:
\begin{equation}
\int f_n(\varepsilon\phi')'dz=\int\phi\,(\varepsilon f_n')'dz=-k_n^2R_n .
\end{equation}
Hence
\begin{equation}
(\nabla_\perp^2-k_n^2)R_n=-4\pi q\,f_n(z_0)\,\delta^2(\boldsymbol\rho).
\end{equation}
The decaying solution is a multiple of the modified Bessel function $K_0(k_n\rho)$. Near the origin $K_0\simeq-\ln\rho$ plus a constant, so its outward gradient flux through a small circle is $2\pi\rho\,(-1/\rho)=-2\pi$. Thus $(\nabla_\perp^2-k_n^2)K_0=-2\pi\delta^2$, the multiple is $2qf_n(z_0)$, and
\begin{equation}
\phi(\rho,z)=2q\sum_n f_n(z)f_n(z_0)K_0(k_n\rho).
\label{modesum}
\end{equation}

\section{The transcendental equation}

In each layer \eqref{sl} reads $f''=-k^2f$. The solutions that vanish on the plates are
\begin{equation}
f=A\sin kz\ \ (z<t_1),\qquad f=B\sin k(d-z)\ \ (z>t_1).
\end{equation}
With $a=kt_1$ and $b=kt_2$, continuity of $f$ and of $\varepsilon f'$ requires
\begin{align}
A\sin a-B\sin b&=0,\\
\varepsilon_1A\cos a+\varepsilon_2B\cos b&=0.
\end{align}
The plus sign in the second line comes from the derivative of $\sin k(d-z)$. A nonzero solution exists when the determinant vanishes:
\begin{equation}
\varepsilon_1\cos a\sin b+\varepsilon_2\sin a\cos b=0.
\label{det}
\end{equation}
Where neither sine vanishes, division by $\sin a\sin b$ gives
\begin{equation}
\boxed{\;\varepsilon_1\cot(kt_1)+\varepsilon_2\cot(kt_2)=0,\qquad
\lambda=\frac1{k_1}\;}
\label{main}
\end{equation}
with $k_1$ the smallest positive root. For numerical work, insert $\cos a\sin b=\frac12[\sin(a+b)-\sin(a-b)]$ and $\sin a\cos b=\frac12[\sin(a+b)+\sin(a-b)]$ into \eqref{det} and divide by $(\varepsilon_1+\varepsilon_2)/2$:
\begin{equation}
\sin(kd)=\eta\sin[k(t_1-t_2)],\qquad
\eta=\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2}.
\label{free}
\end{equation}
This form has no poles and keeps modes with a node at the interface, which \eqref{main} loses.

\subsection{Where the roots lie}

Let $g(k)=\sin(kd)-\eta\sin(ku)$ with $u=t_1-t_2$. At $kd=(n\pm\frac12)\pi$ the first term is $\pm1$ and the second is smaller in magnitude, since $|\eta|<1$. So $g$ has opposite signs at the two ends of the window $(n-\frac12)\pi<kd<(n+\frac12)\pi$, which therefore holds a root. At any root,
\begin{equation}
\cos^2(kd)=1-\eta^2\sin^2(ku)>\eta^2\cos^2(ku),
\end{equation}
and $d>|u|$, so $g'=d\cos(kd)-\eta u\cos(ku)$ has the sign of $\cos(kd)$. That sign is fixed within a window. All crossings there go the same way, and there is exactly one. The window $n=0$ holds the trivial root $k=0$. Bisection between $\pi/(2d)$ and $3\pi/(2d)$ therefore finds $k_1$ without a starting guess.

\subsection{Every charge position gives the same length}

Let $t_>$ and $t_<$ be the larger and smaller thickness, and let $F(k)$ be the left side of \eqref{main}. On $0<k<\pi/t_>$ its derivative, $-\varepsilon_1t_1/\sin^2a-\varepsilon_2t_2/\sin^2b$, is negative, and $F$ runs from $+\infty$ to $-\infty$. Hence $k_1<\pi/t_>$, both sines are positive, and the lowest mode has no node between the plates. Its weight $f_1(z)f_1(z_0)$ in \eqref{modesum} is never zero for interior points. The large-distance form is
\begin{equation}
\phi\simeq2q f_1(z)f_1(z_0)\sqrt{\frac{\pi\lambda}{2\rho}}\;e^{-\rho/\lambda},
\label{far}
\end{equation}
for $\rho\gg\lambda$ and $(k_2-k_1)\rho\gg1$.

The weight follows from the normalization. For a mode equal to 1 at the interface, layer 1 contributes
\begin{equation}
\frac{\varepsilon_1}{\sin^2a}\int_0^{t_1}\!\sin^2kz\,dz
=\frac{\varepsilon_1t_1}{2\sin^2a}-\frac{\varepsilon_1\cot a}{2k},
\end{equation}
and layer 2 the same with $\varepsilon_2,t_2,b$. The cotangent terms cancel in the sum by \eqref{main}. So
\begin{equation}
f_1^2(t_1)=\frac2S,\qquad
S=\frac{\varepsilon_1t_1}{\sin^2(k_1t_1)}+\frac{\varepsilon_2t_2}{\sin^2(k_1t_2)} .
\label{weight}
\end{equation}

\section{Special cases and bounds}

\paragraph{Equal permittivities.} Then $\eta=0$, $\sin(kd)=0$, and $k_1=\pi/d$:
\begin{equation}
\lambda=d/\pi .
\end{equation}

\paragraph{Equal thicknesses.} Now $t_1-t_2=0$ and \eqref{free} again gives $\lambda=d/\pi$, for any two permittivities. The lowest mode peaks at the interface, where its slope is zero, so the flux condition holds whatever the permittivities.

\paragraph{Weak contrast.} Write $kd=\pi+y$ with $y$ small. To first order in $\eta$, \eqref{free} becomes $-y=\eta\sin(\pi u/d)$, and $\lambda=d/(\pi+y)\simeq(d/\pi)(1-y/\pi)$ gives
\begin{equation}
\lambda\simeq\frac d\pi\left[1+\frac\eta\pi\sin\frac{\pi(t_1-t_2)}d\right].
\label{weak}
\end{equation}
The length grows when the thicker layer has the higher permittivity.

\paragraph{Any contrast.} At $k=\pi/(2t_>)$ the cotangent of the thicker layer is zero and the other is not negative, so $F\ge0$ and $k_1\ge\pi/(2t_>)$. If $t_<>t_>/2$, the point $k=\pi/(2t_<)$ also lies below $\pi/t_>$. There the cotangent of the thinner layer is zero and the other is not positive, so $k_1\le\pi/(2t_<)$. Together with $k_1<\pi/t_>$,
\begin{equation}
\max\!\left(\frac{t_>}\pi,\frac{2t_<}\pi\right)\le\lambda\le\frac{2t_>}\pi .
\label{bounds}
\end{equation}
At the root the cotangent of the thicker layer is not positive. Raising that layer's permittivity therefore lowers $F$, or leaves it unchanged for equal thicknesses, and $\lambda$ rises or stays. This extends the trend of \eqref{weak} to all contrasts. The upper end of \eqref{bounds} is approached when the thicker layer has by far the higher permittivity: its mode then meets the interface with zero slope. The lower end belongs to the opposite extreme.

\section{Equivalent oxide thickness}

Let layer 1 be the reference oxide, so that the equivalent oxide thickness is $\mathrm{EOT}=t_1+t_2\varepsilon_1/\varepsilon_2$. Write \eqref{det} as $\tan(kt_2)=-(\varepsilon_2/\varepsilon_1)\tan(kt_1)$. If $t_1\ll t_2$ and $\varepsilon_2t_1/\varepsilon_1\ll t_2$, the right side is small and $kt_2$ lies just below $\pi$. Then $kt_2-\pi\simeq-(\varepsilon_2/\varepsilon_1)kt_1$, and
\begin{equation}
\lambda\simeq\frac1\pi\left(t_2+\frac{\varepsilon_2}{\varepsilon_1}t_1\right)
=\frac{\varepsilon_2}{\varepsilon_1}\,\frac{\mathrm{EOT}}\pi .
\label{eot}
\end{equation}
In the opposite case, $t_2\ll t_1$ and $\varepsilon_1t_2/\varepsilon_2\ll t_1$, exchanging the layer labels in the first form of \eqref{eot} gives $\lambda\simeq(t_1+t_2\varepsilon_1/\varepsilon_2)/\pi=\mathrm{EOT}/\pi$. In general EOT alone does not fix $\lambda$. EOT describes the response to a laterally uniform field, whereas the mode varies laterally on the scale of the layer thicknesses.

\section{Worked example}

Take $t_1=0.8$ nm, $\varepsilon_1=3.9$, $t_2=2.0$ nm, $\varepsilon_2=20$. Then $d=2.8$ nm and $\eta=-16.1/23.9=-0.6736$. Numerical root finding on \eqref{free} gives $k_1=0.8956$ nm$^{-1}$. On the left, $\sin(2.508)=0.592$; on the right, $-0.6736\,\sin(-1.075)=0.592$. Hence
\begin{equation}
\lambda=1.12\ \mathrm{nm}=11.2\ \text{\AA},
\end{equation}
which is $1.25$ times $d/\pi=0.891$ nm. The bounds \eqref{bounds} are $0.64$ and $1.27$ nm. The weak-contrast law gives $0.891\,(1+0.209)=1.08$ nm, $3.5\%$ below the root although $|\eta|$ is not small.

The equivalent thickness is $0.8+0.39=1.19$ nm. An oxide film of that thickness would have $\lambda=0.38$ nm, a third of the true value. Equation \eqref{eot} gives $1.94$ nm, above the upper bound. Its small parameter $\varepsilon_2t_1/(\varepsilon_1t_2)$ is $2.05$ here, so it does not apply.

\subsection{Size of the potential}

For one elementary charge at the interface, $e^2=1.440$ eV\,nm and \eqref{weight} gives $S=7.23+42.0=49.2$ nm. The first-mode prefactor is $4e/S=117$ mV. The full potential is best computed from a lateral Fourier--Bessel integral. For each lateral wavenumber $p$ the vertical solutions are $\sinh pz$ and $\sinh p(d-z)$, joined continuously at $t_1$. Since $\delta^2(\boldsymbol\rho)=\int_0^\infty pJ_0(p\rho)\,dp/2\pi$, the flux $\varepsilon\,\partial_z$ of the component multiplying $pJ_0$ jumps by $-2q$ there, and
\begin{equation}
\phi(\rho,t_1)=2q\int_0^\infty\frac{J_0(p\rho)\,dp}
{\varepsilon_1\coth pt_1+\varepsilon_2\coth pt_2}.
\label{hankel}
\end{equation}
At $p=ik$, $\coth(ikt)=-i\cot(kt)$, so the denominator vanishes where \eqref{main} holds. For quadrature, subtract the large-$p$ limit $1/(\varepsilon_1+\varepsilon_2)$ from the kernel and add its integral, $1/[(\varepsilon_1+\varepsilon_2)\rho]$, by hand; the remainder converges exponentially. Gauss--Legendre quadrature gives, at the interface:
\begin{center}
\begin{tabular}{ccc}
$\rho$ (nm) & full $\phi$ (mV) & first mode (mV)\\
1 & 69.1 & 57.3\\
2 & 18.0 & 17.3\\
3 & 5.91 & 5.85\\
5 & 0.768 & 0.767
\end{tabular}
\end{center}
The first mode alone is $17\%$ below the full potential at 1 nm and $1\%$ below it at 3 nm. The next root, $k_2=2.33$ nm$^{-1}$, explains the quick approach: its share falls roughly as $e^{-(k_2-k_1)\rho}$, with $k_2-k_1=1.43$ nm$^{-1}$.

A straight line through $\ln\phi$ at 3 and 4 nm gives an apparent length of $0.96$ nm, not $1.12$ nm. The factor $\rho^{-1/2}$ in \eqref{far} adds $\frac12\ln(4/3)=0.144$ to the drop of $0.896$ over that nanometre, and $1/1.040=0.96$. Data should be fitted with $K_0(\rho/\lambda)$.

\section{Electrodes that screen over a finite depth}

In a real electrode the field penetrates. Let electrode $i$ have background permittivity $\varepsilon_{ei}$ and electron density $n$, with chemical potential $\mu$. In linear response a potential $\phi$ adds $e\phi\,dn/d\mu$ electrons per volume, each of charge $-e$, so Poisson's equation becomes
\begin{equation}
\nabla^2\phi=\kappa_i^2\phi,\qquad
\kappa_i^2=\frac{4\pi e^2}{\varepsilon_{ei}}\frac{dn}{d\mu}.
\end{equation}
A lateral factor $K_0(k\rho)$ contributes $k^2$ to the Laplacian, leaving $f''=(\kappa_i^2-k^2)f$. For $k<\kappa_i$ the field decays into a thick electrode at the rate $s_i=\sqrt{\kappa_i^2-k^2}$. In layer 1 set $f=A\sin(kz+\delta_1)$. Flux continuity at $z=0$ reads $\varepsilon_1k\cos\delta_1=\varepsilon_{e1}s_1\sin\delta_1$. The other plate is treated alike, and matching at the interface as before gives
\begin{equation}
\varepsilon_1\cot(kt_1+\delta_1)+\varepsilon_2\cot(kt_2+\delta_2)=0,\quad
\tan\delta_i=\frac{\varepsilon_ik}{\varepsilon_{ei}s_i}.
\label{screened}
\end{equation}
For small $k$, meaning $k\ll\kappa_i$ and $\varepsilon_ik\ll\varepsilon_{ei}\kappa_i$, $\delta_i\simeq k\,\varepsilon_i/(\varepsilon_{ei}\kappa_i)$: the electrode acts as extra thickness of the adjacent layer, enlarged by the permittivity ratio.

For a free-electron gas at zero temperature $dn/d\mu=3n/(2E_F)$, with $E_F=\hbar^2(3\pi^2n)^{2/3}/2m$. A metal with $n=5\times10^{22}$ cm$^{-3}$, the free-electron mass and $\varepsilon_e=1$ has $E_F=4.95$ eV and $1/\kappa=0.060$ nm. Next to the layer of permittivity 20 this counts, in the small-$k$ limit, as $20\times0.060=1.2$ nm of extra dielectric. That limit is not reached here; a literal $1.2$ nm layer would give $1.66$ nm. With the lower plate kept ideal, \eqref{screened} gives $\lambda=1.59$ nm, $42\%$ above the ideal-plate value. The bound of $1.27$ nm no longer holds, since it assumed $\phi=0$ at the dielectric's edge.

\section{The model beside a real gate stack}

The example's values are rough typical ones for a silicon-oxide interlayer under hafnium oxide in a metal-gate transistor. With the Thomas--Fermi gate above ($\varepsilon_e=1$), the assumption that matters most among those sized here is the ideal plate. The size depends on that choice: at the same density, $\varepsilon_e=4$, $10$ or $30$ lowers the gate's $42\%$ to $24\%$, $16\%$ or $10\%$. In equivalent oxide thickness, $3.9/(\varepsilon_e\kappa)$, these gates cost $0.24$ nm for $\varepsilon_e=1$ and $0.12$, $0.07$ or $0.04$ nm for the others. Replace the lower plate by silicon holding $10^{20}$ electrons per cm$^3$, a strongly filled channel, with density-of-states mass $1.08\,m$ and permittivity $11.7$. With $dn/d\mu$ evaluated numerically from Fermi--Dirac statistics at 300 K, its screening length is $0.60$ nm. This alone raises $\lambda$ by $4\%$, to $1.16$ nm; with the screened gate as well, $\lambda=1.65$ nm, $48\%$ above the ideal value. The metal's $0.06$ nm is shorter than an atomic spacing, so the gate correction is an order of size, and quantum confinement in the channel is left out; an electron-free layer of $0.7$ nm at the silicon surface would turn the $4\%$ into $9\%$. The silicon is also treated as thick, whereas the ideal-plate field of $6.7$ MV/cm found below holds $1.45\times10^{13}$ electrons per cm$^2$, a layer only $1.45$ nm deep at this density; with both screening lengths in series ($\varepsilon_e=1$) the same $0.8$ V gives $4.9$ MV/cm and $1.06$ nm. With an ideal gate and 30 nm of depleted silicon, grounded below, beneath a $1.45$ nm layer, the potential at the interface stays within about $4\%$ of the thick-electrode value out to 10 nm, but a slower tail makes it $1.8$ times larger at 15 nm. For a $1.1$ nm layer these become $13\%$ and $3.5$ times; with the screened gate and $1.45$ nm, $1\%$ and $1.05$ times. A depleted channel may screen so weakly that \eqref{screened} has no root with $k<\kappa$, as for the example stack with an ideal gate on silicon with $1/\kappa=2$, $3$ or $5$ nm; the equation then gives no decay length.

The other changes of $\lambda$ computed here are smaller than the gate's $42\%$ for $\varepsilon_e=1$, though the largest, $12\%$, exceeds the gate's $10\%$ for $\varepsilon_e=30$; each is taken alone, with ideal plates. The last two items examine assumptions without computing a change of $\lambda$.
\begin{itemize}
\item \emph{Thickness.} For $t_1=0.6$ or $1.0$ nm at fixed $t_2$, $\lambda=1.07$ or $1.15$ nm. A continuum permittivity is itself an approximation in so thin a layer.
\item \emph{Anisotropy.} If a layer has lateral permittivity $\varepsilon_\parallel$ and normal permittivity $\varepsilon_\perp$, then $\varepsilon_\perp f''=-k^2\varepsilon_\parallel f$. The vertical wavenumber is $k\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$ and the flux carries $k\sqrt{\varepsilon_\parallel\varepsilon_\perp}$. So \eqref{main} holds with thickness $t\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$ and permittivity $\sqrt{\varepsilon_\parallel\varepsilon_\perp}$. A trial ratio of $1.2$ in layer 2, with $\varepsilon_\perp=20$, gives $1.22$ nm, up $9\%$.
\item \emph{Speed.} A charge too fast for the lattice sees electronic permittivities, roughly $2.1$ and $4.0$; then $\lambda=0.98$ nm, down $12\%$.
\item \emph{Escape.} Tunnelling through layer 1, with a rough barrier $U=3$ eV and mass $m_t=0.5\,m$, has exponent $2t_1\sqrt{2m_tU}/\hbar=10.0$. With attempt time $2\pi\hbar/U$ and an empty state to enter, the charge stays about $3\times10^{-11}$ s. This far exceeds the lattice time $\hbar/(30\ \mathrm{meV})\approx2\times10^{-14}$ s, so static permittivities suit it while it stays.
\item \emph{Field strength.} At $0.8$ V the uniform field is $0.8\ \mathrm V/1.19\ \mathrm{nm}=6.7$ MV/cm in layer 1 and $1.3$ MV/cm in layer 2. The charge adds a lateral $1.1$ MV/cm at 1 nm. The first value is within a factor of about two of rough oxide breakdown fields, and close to the charge its own field is larger still. Linear response is assumed at these fields, not tested.
\end{itemize}

For design estimates, \eqref{main} serves when both electrodes satisfy $\varepsilon_i/(\varepsilon_{ei}\kappa_i)\ll t_i$ and also $k_1\ll\kappa_i$. The first condition alone is not enough, because a thick electrode carries a tail that decays no faster than over $1/\kappa_i$: for $t_1=5$ nm, $t_2=1$ nm and silicon with $1/\kappa=2.5$ nm the ratio is only $0.17$, yet the lowest root of \eqref{screened}, just below $\kappa$, gives $2.54$ nm against the ideal $1.66$ nm. That length is approached slowly: for a charge at the interface a $K_0$ fit gives $2.0$ nm between 10 and 12 nm and $2.4$ nm between 25 and 28 nm, where the potential is below $10^{-5}$ mV. With the $\varepsilon_e=1$ gate the high-permittivity side of the worked example fails the first condition (ratio $0.60$), and \eqref{screened} is then the equation to solve; for $\varepsilon_e=30$ the ratio is $0.11$ and the correction $10\%$.
